\section*{Avalanche breakdown voltage versus doping by error-controlled bisection}

\section{A diode close to runaway}

A reverse-biased power diode carries a small leakage current. A hole crossing its high-field region may gain enough energy to create an electron-hole pair. The new electron travels the other way and may create another pair, whose hole repeats the process. As the voltage rises, this feedback amplifies the current until, in a steady-state model, the amplification diverges. At which voltage does that happen, and how does the answer depend on doping?

The multiplication $M$ is the total current divided by the injected current. It is a poor function for a root finder, because at breakdown it has a pole, not a zero. Its reciprocal passes smoothly through zero. A slab with a uniform field shows how to use this.

\section{A slab solved by hand}

Let the slab occupy $0<x<W$. Electrons move towards $+x$ and holes towards $-x$. Let $\alpha_n$ and $\alpha_p$ be the numbers of pairs created per unit path by one electron and one hole. The current magnitudes $j_n$ and $j_p$ each grow along their carrier's direction of travel:
\begin{equation}
\frac{dj_n}{dx}=\alpha_nj_n+\alpha_pj_p,\qquad
\frac{dj_p}{dx}=-(\alpha_nj_n+\alpha_pj_p).
\end{equation}
Their sum $J=j_n+j_p$ is therefore constant. Dividing the first equation by $J$ and writing $r=j_n/J$ gives
\begin{equation}
r'=\alpha_nr+\alpha_p(1-r). \label{eq:r}
\end{equation}
Inject holes at $x=W$ and no electrons at $x=0$. Then $r(0)=0$. The injected hole current is $j_p(W)=J/M_p$, so $r(W)=1-1/M_p$. Call this number $I_p$. Breakdown is $I_p=1$.

Choose constant coefficients $\alpha_p=\alpha$ and $\alpha_n=\alpha/2$. Equation \eqref{eq:r} becomes $r'=\alpha(1-r/2)$, and with $r(0)=0$ its solution is $r=2(1-e^{-\alpha x/2})$. With $z=\alpha W$,
\begin{equation}
I_p=2(1-e^{-z/2}),\qquad \frac1{M_p}=1-I_p=2e^{-z/2}-1.
\end{equation}
The root is $z=2\ln2$. Suppose we did not know it. At $z=1$ a hole makes on average one pair per crossing; at $z=2$ an electron does. These values bracket the root: $e^{-1/2}>1/2$ gives $I_p<1$ at the first, and $e^{-1}<1/2$ gives $I_p>1$ at the second.

Bisect at $z=3/2$. We need to know whether $e^{-3/4}$ is above or below $1/2$. Its power series alternates with decreasing terms, so successive partial sums enclose it:
\begin{equation}
\frac14,\quad \frac{17}{32},\quad \frac{59}{128},\quad \frac{971}{2048}.
\end{equation}
The first three sums do not settle the sign, since the enclosing intervals contain $1/2$. The fourth is an upper bound below $1/2$, so $I_p>1$ and the new bracket is $1<z<3/2$. At the next midpoint, $z=5/4$, the partial sums for $e^{-5/8}$ are $3/8$, $73/128$ and $1627/3072$. The last is a lower bound above $1/2$, so $I_p<1$ and the bracket is $5/4<z<3/2$.

This is the whole method: a bracket from simpler problems, bisection on $1-I_p$, and an inner calculation refined until the sign is clear. Far from the root a crude calculation suffices; near it, more accuracy is needed.

\section{The field of the real junction}

Now take a planar junction with a heavily doped p side at $x<0$ and uniform donor density $N$ at $x>0$. The voltage drop on the p side is neglected. In the depletion approximation mobile charge is neglected for $0<x<W$, and the field vanishes at $W$. The n layer must be thicker than $W$; otherwise the field reaches the next layer and has a different shape.

The field points from the n side to the p side. Let $E$ be its magnitude, $q$ the elementary charge and $\epsilon$ the permittivity. Poisson's equation gives
\begin{equation}
\frac{dE}{dx}=-\frac{qN}{\epsilon}=-\frac1\lambda,\qquad
\lambda=\frac{\epsilon}{qN},\qquad E(x)=E_m-\frac{x}{\lambda}.
\end{equation}
Setting $E(W)=0$ gives $W=\lambda E_m$. The voltage is the area of the field triangle:
\begin{equation}
V=\frac{E_mW}{2}=\frac{\lambda E_m^2}{2},\qquad
E_m=\sqrt{\frac{2V}{\lambda}}. \label{eq:field}
\end{equation}
Here $V$ is the total band bending, the applied reverse voltage plus the built-in potential. Device units are natural: volts and micrometres, with $N$ in $\mathrm{cm^{-3}}$.

\section{The ionization integral}

Assume that ionization depends on the local field alone, through $\alpha_i(E)=a_ie^{-b_i/E}$ with $i=n,p$. This neglects the distance a carrier needs to gain the ionization energy. Equation \eqref{eq:r} still holds, now with coefficients that vary in space. Write it as $r'-(\alpha_n-\alpha_p)r=\alpha_p$ and define
\begin{equation}
g(x)=\int_x^W(\alpha_n-\alpha_p)\,dx',\qquad g'=-(\alpha_n-\alpha_p).
\end{equation}
Then $(re^g)'=e^g(r'+g'r)=\alpha_pe^g$. Integrating from $0$ to $W$, with $g(W)=0$, gives
\begin{equation}
r(W)-r(0)e^{g(0)}=\int_0^W\alpha_pe^{g}\,dx. \label{eq:general}
\end{equation}
For hole injection $r(0)=0$, so the right side is $I_p$.

The linear field allows the inner integral to be done in closed form. Since $dx=-\lambda\,dE$, the path from $x$ to $W$ contributes
\begin{equation}
S_i(E)=\lambda\int_0^E a_ie^{-b_i/E'}\,dE'.
\end{equation}
Substitute $E'=E/t$, so that $dE'=-E\,dt/t^2$ and $t$ runs from infinity to one:
\begin{equation}
S_i(E)=\lambda a_iE\int_1^\infty\frac{e^{-(b_i/E)t}}{t^2}\,dt
=\lambda a_iE\,E_2(b_i/E),
\end{equation}
where $E_2$ is the exponential integral of order two. With $D=S_n-S_p=g$, only one numerical integral remains:
\begin{equation}
I_p=\lambda\int_0^{E_m}\alpha_p(E)e^{D(E)}\,dE. \label{eq:Ip}
\end{equation}

The choice of injected carrier does not change the breakdown voltage. For electron injection $r(0)=1/M_n$ and $r(W)=1$. Equation \eqref{eq:general} then gives $1-e^{D(E_m)}/M_n=I_p=1-1/M_p$, hence
\begin{equation}
M_n=e^{D(E_m)}M_p.
\end{equation}
The factor is finite and positive, so both multiplications diverge at the same voltage.

\section{One root and a bracket for it}

At fixed doping the integrand of \eqref{eq:Ip} does not contain $E_m$; only the upper limit does. Therefore $dI_p/dE_m=\lambda\alpha_p(E_m)e^{D(E_m)}$. Equation \eqref{eq:field} gives $dV/dE_m=\lambda E_m$, and division yields
\begin{equation}
\frac{dI_p}{dV}=\frac{\alpha_p(E_m)e^{D(E_m)}}{E_m}>0. \label{eq:slope}
\end{equation}
There can be at most one root.

To bracket it, assume $a_n\le a_p$ and $b_n\ge b_p$, so that $\alpha_n\le\alpha_p$ at every field. Then $D\le0$, and \eqref{eq:Ip} gives $I_p\le S_p(E_m)$. At the voltage where $S_p(E_m)=1$, $I_p$ has not passed one.

For the other end, let primes denote derivatives with respect to $E$. Since $\lambda\alpha_p=S_p'=S_n'-D'$ and $D(0)=0$,
\begin{align}
I_p&=\int_0^{E_m}S_n'e^D\,dE-\int_0^{E_m}D'e^D\,dE\nonumber\\
&=\int_0^{E_m}S_n'e^D\,dE+1-e^{D(E_m)}. \label{eq:parts}
\end{align}
Because $D$ does not increase with $E$, $e^{D(E)}\ge e^{D(E_m)}$ under the integral. Thus
\begin{equation}
1-I_p\le e^{D(E_m)}[1-S_n(E_m)].
\end{equation}
Where $S_n(E_m)=1$, $I_p$ is at least one. Both $S_i(E_m)$ rise continuously from zero without limit as $E_m$ grows, so both ends exist, and so does the root between them. If electrons ionize at least as strongly at every field, both inequalities reverse and the ends exchange roles. The argument uses the ordering only for fields up to the larger of the two peak fields, so a crossing of the coefficients at higher field does no harm. If they cross within that range, the root can lie outside the two ends, although \eqref{eq:slope} still holds; one can then search outwards for a change of sign.

A limiting case shows why both carriers matter. If $\alpha_n=0$, then $S_n=0$ and \eqref{eq:parts} reduces to $I_p=1-e^{-S_p(E_m)}<1$. The current is amplified by $e^{S_p(E_m)}$, but it never diverges at finite voltage, because the electrons do not close the feedback loop.

\section{Error control near the pole}

Let $V_B$ be the breakdown voltage and $I_p'$ the slope \eqref{eq:slope} there. To first order $1-I_p=I_p'(V_B-V)$, so just below breakdown
\begin{equation}
M_p\simeq\frac1{I_p'(V_B-V)}. \label{eq:pole}
\end{equation}
Suppose quadrature returns $I_p+\delta$ instead of $I_p$. The computed multiplication is
\begin{equation}
\frac1{1-I_p-\delta}=\frac{M_p}{1-M_p\delta}. \label{eq:amplify}
\end{equation}
The error is harmless only while $|M_p\delta|\ll1$. A fixed $\delta$, however small, eventually spoils $M_p$. The root itself suffers much less: it moves by $\Delta V$ with $I_p'\Delta V+\delta=0$, so
\begin{equation}
\Delta V=-\frac{\delta}{I_p'}. \label{eq:shift}
\end{equation}

The algorithm for one doping is as follows.
\begin{enumerate}
\item Compute $\lambda$. Solve $S_p(E_m)=1$ and $S_n(E_m)=1$, and convert both peak fields to voltages. These are the ends of the bracket.
\item At the midpoint voltage, find $E_m$ from \eqref{eq:field} and evaluate \eqref{eq:Ip} by Gauss--Legendre quadrature with 4 and then 8 points. Take the change between the two results as the error estimate $\eta$ of the newer one.
\item If $|1-I_p|>4\eta$, accept the sign. Otherwise double the number of points and compare again.
\item If $I_p<1$, the midpoint becomes the lower end; if $I_p>1$, the upper end. Repeat until the width is below the chosen fraction of the voltage.
\item If the sign is still unclear at the largest permitted order, stop. Return the part of the current bracket within $2(|1-I_p|+\eta)/I_p'$ of the trial voltage, with the slope taken at that voltage.
\end{enumerate}
The last interval follows from the linear relation between $I_p$ and $V$. Its factor of two leaves room for a modest variation of the slope, as near the root; over the whole initial bracket the slope can change by much more. Unlike the partial sums of the hand example, $\eta$ is an estimate and not a proven bound: two successive orders could agree by accident.

\section{A worked junction}

Take a model wide-gap semiconductor with relative permittivity 10, $a_n=200\,\mathrm{\mu m^{-1}}$, $b_n=2000\,\mathrm{V/\mu m}$, $a_p=300\,\mathrm{\mu m^{-1}}$ and $b_p=1600\,\mathrm{V/\mu m}$. These are round parameters, and the digits below describe the numerical solution of this model, not the accuracy of a real device.

At $N=10^{16}\,\mathrm{cm^{-3}}$, $\lambda=0.055263\,\mathrm{\mu m^2/V}$. The bracket runs from $1802.63$ to $2948.20\,\mathrm V$, and the solver finds $E_m=286.355\,\mathrm{V/\mu m}$. Hence
\begin{align}
W&=0.055263\times286.355=15.825\,\mathrm{\mu m},\nonumber\\
V_B&=\tfrac12\times286.355\times15.825\simeq2266\,\mathrm V=2.27\,\mathrm{kV}.
\end{align}
The lower end of the bracket is what one gets by asking each hole to make one pair per crossing. It lies about 20\% below $V_B$. At true breakdown a hole makes $S_p=2.41$ pairs per crossing on average and an electron $S_n=0.33$; the weak electron feedback must be offset by stronger hole ionization.

The initial width is $1145.57\,\mathrm V$. After 29 halvings it is $1145.57/2^{29}=2.13\times10^{-6}\,\mathrm V$, below the requested $10^{-9}$ of $V_B$. At trial 5, $|1-I_p|=1.1\times10^{-3}$ and 16 points settle the sign. At trial 9 it is $1.7\times10^{-6}$ and the test in step 3 calls for 32 points; at trial 29 it is $2.8\times10^{-10}$ and the test calls for 64. The test is cautious here: $\eta$ mostly measures the error of the older, coarser result, so the last doubling confirms a sign that was already right. The effort follows the distance from the root, as in the hand calculation.

With the order capped at 16, the search stops at trial 9 and returns $2265.57$ to $2266.00\,\mathrm V$. This interval is much wider, but it contains the root. The same containment was tested at all five dopings considered.

Now keep 8 points throughout. At $V_B$ the integral is wrong by $\delta=-5.101\times10^{-5}$, while $I_p'=4.9005\times10^{-4}\,\mathrm{V^{-1}}$. Equation \eqref{eq:shift} predicts
\begin{equation}
\Delta V=\frac{5.101\times10^{-5}}{4.9005\times10^{-4}}\,\mathrm V
=0.104\,\mathrm V,
\end{equation}
which agrees with the shift found by solving for the coarse root. That is a relative error of only about $5\times10^{-5}$ in $V_B$. The multiplication fares differently. At a relative distance $10^{-5}$ below breakdown, the accurate value is $9.006\times10^4$, and \eqref{eq:amplify} gives
\begin{equation}
\frac{9.006\times10^4}{1+9.006\times10^4\times5.101\times10^{-5}}\simeq1.61\times10^4,
\end{equation}
in agreement with the coarse result $16099$. A good breakdown voltage therefore does not guarantee a good multiplication close to it.

The pole law \eqref{eq:pole} has its own range. At 10\% below $V_B$ it gives $9.01$, against $7.15$ from the integral; at 0.1\% below, the values are $900.6$ and $898.3$. In a real diode, the space charge of a large avalanche current and heating would alter the field and the coefficients, so the divergence itself belongs to the low-current, isothermal model.

An independent test does not use \eqref{eq:Ip}. Direct integration of \eqref{eq:r} in position gives $r(W)<1$ at a relative distance $10^{-7}$ below the computed $V_B$ and $r(W)>1$ at the same distance above it, at each of the five dopings.

\section{How the voltage changes with doping}

Repeating the solution for each $N$ gives the curve $V_B(N)$. Its logarithmic slope also follows from a single solution. Along the curve $I_p(E_m,\lambda)=1$. At fixed $E_m$, $D$ is proportional to $\lambda$, so differentiating \eqref{eq:Ip} gives
\begin{align}
A&=\frac{\partial I_p}{\partial\ln\lambda}
=\lambda\int_0^{E_m}\alpha_pe^D(1+D)\,dE,\\
B&=\frac{\partial I_p}{\partial\ln E_m}
=\lambda E_m\alpha_p(E_m)e^{D(E_m)}.
\end{align}
Constancy of $I_p$ requires $A\,d\ln\lambda+B\,d\ln E_m=0$. Since $d\ln\lambda=-d\ln N$, we have $d\ln E_m/d\ln N=A/B$. With $V_B=\lambda E_m^2/2$,
\begin{equation}
\frac{d\ln V_B}{d\ln N}=-1+\frac{2A}{B}. \label{eq:exponent}
\end{equation}
The $-1$ is the result for a fixed peak field. The second term accounts for the change of that field with doping.

Equal coefficients make its size visible. Then $D=0$ and, with $u=b/E_m$, $A/B=e^uE_2(u)$. Setting $t=1+s/u$ in the integral for $E_2$ gives
\begin{equation}
\frac AB=\frac1u\int_0^\infty\frac{e^{-s}}{(1+s/u)^2}\,ds
\simeq\frac1u\qquad(u\gg1).
\end{equation}
Expanding $(1+s/u)^{-2}\simeq1-2s/u$ shows that the next correction is a factor $1-2/u$. Near $u=6$, typical of the example, $1/u$ is still about 30\% too large, and $e^uE_2(u)$ itself should be used. When $b$ is much larger than $E_m$, ionization rises so steeply that a small increase in field compensates for a narrower junction, and the slope approaches $-1$.

For the unequal coefficients of the example, \eqref{eq:exponent} gives $-0.793$ at $10^{15}$, $-0.746$ at $10^{16}$ and $-0.674$ at $10^{17}\,\mathrm{cm^{-3}}$. Over this range $V_B$ falls from $13.4\,\mathrm{kV}$ to $439\,\mathrm V$, while $E_m$ rises from $220$ to $399\,\mathrm{V/\mu m}$. A single power law is thus a local description. Extending the middle slope to $10^{17}\,\mathrm{cm^{-3}}$ gives $2266\times10^{-0.746}\simeq407\,\mathrm V$, about 7\% below the solved value.

The widths set a practical condition. At $10^{15}\,\mathrm{cm^{-3}}$ the n layer must be thicker than $122\,\mathrm{\mu m}$ for the triangular field to apply. Field crowding at a device edge and tunnelling are also absent from the model, and either can reduce the voltage a real diode withstands below the value computed here. The numerical output lists the values for all five dopings.

\section*{Values computed for the example and the checks}
\begin{verbatim}
relative permittivity 10; relative voltage tolerance 1e-09
electrons: a = 200 /um, b = 2000 V/um
holes:     a = 300 /um, b = 1600 V/um
doping(cm^-3) S_p=1(V) S_n=1(V) V_B(V) E_m(V/um) W(um) dlnV_B/dlnN
1e+15 10778.81 17476.81 13373.958 220.00 121.5806 -0.7933
3e+15 4531.24 7374.37 5655.696 247.80 45.6475 -0.7729
1e+16 1802.63 2948.20 2265.786 286.36 15.8250 -0.7458
3e+16 801.77 1318.54 1014.799 331.93 6.1145 -0.7155
1e+17 344.08 570.12 439.171 398.67 2.2032 -0.6742
reference doping 1e+16 cm^-3, lambda = 0.055263 um^2/V
V_B = 2265.785703 V = 2.2658 kV; final width = 2.13e-06 V
E_m = 286.355 V/um = 2.8636 MV/cm; W = 15.8250 um
at V_B: S_n = 0.33339, S_p = 2.41347
dI_p/dV at V_B = 4.900518e-04 1/V
pair-generation eigenvalue at V_B = 1.0000000
at 0.9 V_B: M_p = 7.1509, M_n = 1.7347
pair-generation values: M_p = 7.1509, M_n = 1.7347
bisection trials: 29
trial V(V) 1-I_p estimated_error Gauss_order
1 2375.416385 -4.724e-02 1.6e-05 16
5 2268.019603 -1.092e-03 5.1e-05 16
9 2265.782171 1.731e-06 2.6e-10 32
13 2265.922010 -6.679e-05 2.6e-10 32
17 2265.790911 -2.552e-06 2.6e-10 32
21 2265.785994 -1.430e-07 2.6e-10 32
25 2265.785687 7.596e-09 2.6e-10 32
29 2265.785702 2.759e-10 1.2e-15 64
1-V/V_B M_p(64 points) M_p(8 points) M_p(pole law)
1e-01 7.1509 7.1491 9.0062
1e-02 87.801 87.395 90.062
1e-03 898.31 858.77 900.62
1e-04 9003.9 6169.1 9006.2
1e-05 90061 16099 90062
8-point integral error at V_B = -5.1010e-05
8-point pole shift = 1.04078e-01 V; predicted = 1.04090e-01 V
order cap 16: interval 2265.566927 to 2265.997415 V, 9 trials
\end{verbatim}
